**Dissipation of an elastic-perfectly-plastic film in a saturated thermal cycle**

The program tests W = 4Y(Δε − 2Y/M) for Δε ≥ 2Y/M, and W = 0 below that threshold. Here W is the plastic dissipation per film volume and cycle, Y the yield stress, Δε the range of mismatch strain and M = E/(1 − ν) the biaxial modulus. A three-dimensional von Mises calculation with a traction-free surface supplies the independent value; the program asserts that it agrees with the formula, and also asserts the onset temperatures, the loop area, the first-cycle excess and shakedown. A scan over yield stress tests the position and height of the largest dissipation. For the aluminium-on-silicon example, the formula and the three-dimensional calculation both print 0.7406 MJ/m³. Further assertions compare incremental calculations with closed formulas for substrate compliance, variable yield stress, variable modulus, hardening and hot relaxation. Full relaxation in a hot dwell gives the largest of these shifts, +24%, while the others lie between −8.5% and −0.2%.

## Verification by program

```python
"""Dissipation in a saturated thermal cycle of an elastic-perfectly-plastic film.

Result under test: W = 4 Y (D - 2 Y/M) for D >= 2 Y/M, otherwise W = 0.
W: plastic dissipation per film volume and cycle; Y: yield stress;
D: range of mismatch strain; M = E/(1-nu): biaxial modulus.
The main test integrates three-dimensional von Mises plasticity with a
traction-free film surface. Internal stresses are in GPa (1 GPa = 1000 MJ/m3).
"""
import numpy as np
from scipy.optimize import brentq
from scipy.constants import e as electron_charge

# Rough typical inputs: aluminium metallization on a silicon chip.
young, poisson, yield_stress = 70.0, 0.35, 0.080
alpha_film, alpha_sub = 23e-6, 3e-6
T_hot, T_cold = 423.0, 233.0
film_um, sub_um, sub_modulus = 5.0, 300.0, 180.0
heat_capacity = 2.4                         # MJ/(m3 K)

# Assumed sizes of effects that the basic model leaves out.
yield_cold, yield_hot = 0.110, 0.050
modulus_change = 0.05                       # plus when cold, minus when hot
hardening_modulus = 10.0                    # d(back stress)/d(in-plane e_p)

M = young / (1 - poisson)
delta_alpha = alpha_film - alpha_sub
D = delta_alpha * (T_hot - T_cold)
yield_strain = yield_stress / M


def formula(strain_range, limit):
    return 4 * limit * max(strain_range - 2 * limit / M, 0.0)


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


def tensor_cycles(T_low, steps=300, cycles=3):
    """Von Mises film, stress-free at T_hot; principal axes x, y, z."""
    shear = young / (2 * (1 + poisson))
    bulk = young / (3 * (1 - 2 * poisson))
    plastic = np.zeros(3)
    down = np.linspace(T_hot, T_low, steps + 1)[1:]
    up = np.linspace(T_low, T_hot, steps + 1)[1:]
    works, history = [], [(T_hot, 0.0, 0.0)]

    def respond(normal_strain, inplane):
        strain = np.array([inplane, inplane, normal_strain])
        mean = strain.sum() / 3
        trial = 2 * shear * (strain - mean - plastic)
        mises = max(np.sqrt(1.5 * np.dot(trial, trial)), 1e-30)
        scale = min(1.0, yield_stress / mises)
        increment = trial * (1 - scale) / (2 * shear)
        return trial * scale + 3 * bulk * mean, increment

    for _ in range(cycles):
        work = 0.0
        for T in np.concatenate((down, up)):
            inplane = (alpha_sub - alpha_film) * (T - T_hot)
            normal = brentq(lambda z: respond(z, inplane)[0][2],
                            -0.05, 0.05, xtol=1e-15)
            stress, increment = respond(normal, inplane)
            plastic = plastic + increment
            work += np.dot(stress, increment)
            history.append((T, stress[0], np.abs(increment).max()))
        works.append(work)
    return np.array(works), np.array(history)


steps = 300
works, history = tensor_cycles(T_cold, steps)
W = formula(D, yield_stress)
assert close(works[1], W, 1e-7) and close(works[2], W, 1e-7)
first_excess = works[0] - works[2]
assert close(first_excess, 2 * yield_stress * yield_strain, 1e-6)

last = history[-(2 * steps + 1):]
temperature, stress = last[:, 0], last[:, 1]
assert close(stress[steps], yield_stress, 1e-8)
assert close(stress[-1], -yield_stress, 1e-8)
mismatch = -delta_alpha * (temperature - T_hot)
area = np.sum((stress[1:] + stress[:-1]) / 2 * np.diff(mismatch))
assert close(2 * area, W, 5e-4)             # grid cuts the loop corners

elastic_window = 2 * yield_strain / delta_alpha
onset_cool = T_hot - elastic_window
onset_heat = T_cold + elastic_window
flowing = last[:, 2] > 1e-10
seen_cool = temperature[1:steps + 1][flowing[1:steps + 1]][0]
seen_heat = temperature[steps + 1:][flowing[steps + 1:]][0]
T_step = (T_hot - T_cold) / steps
assert abs(seen_cool - onset_cool) <= 1.01 * T_step
assert abs(seen_heat - onset_heat) <= 1.01 * T_step

# A range of 1.5 yield strains: one plastic excursion, then shakedown.
small_works, _ = tensor_cycles(T_hot - 1.5 * yield_strain / delta_alpha)
assert close(small_works[0], yield_stress * yield_strain, 1e-6)
assert np.all(np.abs(small_works[1:]) < 1e-10)


def biaxial_cycles(strain, limit, modulus, hardening=0.0, cycles=3):
    """Incremental biaxial law with variable limit, modulus and back stress."""
    plastic, old_stress, result = 0.0, 0.0, []
    for _ in range(cycles):
        work = 0.0
        for k in range(1, len(strain)):
            trial = modulus[k] * (strain[k] - plastic)
            relative = trial - hardening * plastic
            excess = np.maximum(np.abs(relative) - limit[k], 0.0)
            change = np.sign(relative) * excess / (modulus[k] + hardening)
            plastic = plastic + change
            new_stress = modulus[k] * (strain[k] - plastic)
            work = work + (old_stress + new_stress) * change
            old_stress = new_stress
        result.append(work)
    return result


n = 1000
ramp = np.linspace(0, D, n + 1)
path = np.concatenate((ramp, ramp[-2::-1]))
constant_M = np.full(len(path), M)
constant_Y = np.full(len(path), yield_stress)

# Dissipation against yield stress: position and height of the maximum.
yields = np.linspace(0.01, 0.25, 97)
scan = biaxial_cycles(path, np.tile(yields, (len(path), 1)), constant_M)[-1]
best_yield, best_W = M * D / 4, M * D**2 / 2
assert abs(yields[np.argmax(scan)] - best_yield) <= yields[1] - yields[0]
assert close(scan.max(), best_W, 1e-3)
assert np.all(np.abs(scan[yields > M * D / 2]) < 1e-10)

# Yield stress linear in temperature, at unchanged mean.
limit_T = yield_hot + (yield_cold - yield_hot) * path / D
W_yield_T = biaxial_cycles(path, limit_T, constant_M)[-1]
g = (yield_cold - yield_hot) / D
x1, y1 = 2 * yield_hot / (M - g), 2 * yield_cold / (M + g)
cool_part = yield_hot * (D - x1) + g * (D**2 - x1**2) / 2
heat_part = yield_cold * (D - y1) - g * (D**2 - y1**2) / 2
W_yield_T_formula = 2 * (1 - g / M) * cool_part + 2 * (1 + g / M) * heat_part
assert close(W_yield_T, W_yield_T_formula, 2e-4)

# Modulus linear in temperature.
modulus_T = M * (1 - modulus_change + 2 * modulus_change * path / D)
W_modulus_T = biaxial_cycles(path, constant_Y, modulus_T)[-1]
end_strains = yield_strain * (1 / (1 + modulus_change)
                              + 1 / (1 - modulus_change))
assert close(W_modulus_T, 4 * yield_stress * (D - end_strains), 2e-4)

# Linear kinematic hardening.
W_hard = biaxial_cycles(path, constant_Y, constant_M, hardening_modulus)[-1]
assert close(W_hard, W / (1 + hardening_modulus / M), 2e-4)

# Full relaxation in a hot dwell: the limit is lowered to zero at fixed strain.
dwell = np.linspace(yield_stress, 0, n + 1)[1:]
path_dwell = np.concatenate((path, np.zeros(n)))
limit_dwell = np.concatenate((constant_Y, dwell))
W_creep = biaxial_cycles(path_dwell, limit_dwell,
                         np.full(len(path_dwell), M))[-1]
assert close(W_creep, W + 3 * yield_stress * yield_strain, 2e-4)


def plate_cycles(layers=8, half_steps=250, cycles=3):
    """Film layers on a substrate free to stretch and bend."""
    thickness = film_um / layers
    z = sub_um / 2 + (np.arange(layers) + 0.5) * thickness
    plastic, stretch, curvature = np.zeros(layers), 0.0, 0.0
    half = np.linspace(0, D, half_steps + 1)
    cycle_path = np.concatenate((half[1:], half[-2::-1]))
    for _ in range(cycles):
        work = 0.0
        for applied in cycle_path:
            for _ in range(14):             # contraction of force and moment
                trial = M * (applied + stretch + curvature * z - plastic)
                s = np.clip(trial, -yield_stress, yield_stress)
                stretch = -s.sum() * thickness / (sub_modulus * sub_um)
                curvature = (-12 * np.dot(s, z) * thickness
                             / (sub_modulus * sub_um**3))
            change = (trial - s) / M
            plastic = plastic + change
            work += 2 * np.mean(s * change)
    return work


W_plate = plate_cycles()
ratio = film_um / sub_um
plate_compliance = ratio / sub_modulus * (1 + 3 * (1 + ratio)**2)
W_plate_formula = W - 8 * yield_stress**2 * plate_compliance
assert close(W_plate, W_plate_formula, 1e-6)


def shift(value):
    return 100 * (value / W - 1)


W_MJ = 1000 * W
print(f"Young modulus of film: {young:.0f} GPa")
print(f"Poisson ratio of film: {poisson:.2f}")
print(f"Biaxial modulus M: {M:.1f} GPa")
print(f"Yield stress Y: {1000 * yield_stress:.0f} MPa")
print(f"Film expansion coefficient: {1e6 * alpha_film:.0f} ppm/K")
print(f"Substrate expansion coefficient: {1e6 * alpha_sub:.0f} ppm/K")
print(f"Hot and cold temperatures: {T_hot:.0f}, {T_cold:.0f} K")
print(f"Temperature range: {T_hot - T_cold:.0f} K")
print(f"Mismatch-strain range: {100 * D:.3f} %")
print(f"Biaxial yield strain: {100 * yield_strain:.4f} %")
print(f"Plastic strain per half cycle: {100 * (D - 2*yield_strain):.4f} %")
print(f"Elastic temperature window: {elastic_window:.1f} K")
print(f"Plastic onset on cooling: {onset_cool:.1f} K")
print(f"Plastic onset on heating: {onset_heat:.1f} K")
print(f"Dissipation W, formula: {W_MJ:.4f} MJ/m3")
print(f"Dissipation W, 3D plasticity: {1000 * works[-1]:.4f} MJ/m3")
print(f"Twice the loop area: {2000 * area:.4f} MJ/m3")
print(f"Dissipation W, converted: {W_MJ*1e-21/electron_charge:.5f} eV/nm3")
print(f"First-cycle dissipation: {1000 * works[0]:.4f} MJ/m3")
print(f"First-cycle excess: {1000 * first_excess:.4f} MJ/m3")
print(f"Shakedown test, first cycle: {1000 * small_works[0]:.4f} MJ/m3")
print(f"Shakedown test, third cycle: {1000*abs(small_works[2]):.4f} MJ/m3")
print(f"Yield stress of largest W: {1000 * best_yield:.1f} MPa")
print(f"Largest W at this strain range: {1000 * best_W:.4f} MJ/m3")
print(f"Yield stress where W vanishes: {500 * M * D:.1f} MPa")
print(f"Film thickness: {film_um:.0f} um")
print(f"Substrate thickness: {sub_um:.0f} um")
print(f"Substrate biaxial modulus: {sub_modulus:.0f} GPa")
print(f"Dissipation per film area: {W_MJ * film_um:.3f} J/m2")
print(f"W with substrate compliance: {1000 * W_plate:.4f} MJ/m3")
print(f"Shift by substrate compliance: {shift(W_plate):+.2f} %")
print(f"Assumed cold yield stress: {1000 * yield_cold:.0f} MPa")
print(f"Assumed hot yield stress: {1000 * yield_hot:.0f} MPa")
print(f"W with variable yield stress: {1000 * W_yield_T:.4f} MJ/m3")
print(f"Shift by variable yield stress: {shift(W_yield_T):+.2f} %")
print(f"Assumed modulus change, each end: {100 * modulus_change:.0f} %")
print(f"Shift by variable modulus: {shift(W_modulus_T):+.2f} %")
print(f"Assumed hardening modulus: {hardening_modulus:.0f} GPa")
print(f"W with kinematic hardening: {1000 * W_hard:.4f} MJ/m3")
print(f"Shift by kinematic hardening: {shift(W_hard):+.2f} %")
print(f"W with full hot relaxation: {1000 * W_creep:.4f} MJ/m3")
print(f"Shift by full hot relaxation: {shift(W_creep):+.2f} %")
print(f"Film heat capacity: {heat_capacity:.1f} MJ/(m3 K)")
print(f"Heating if no heat escaped: {W_MJ / heat_capacity:.3f} K per cycle")
print("every check passed")
```

Output:

```
Young modulus of film: 70 GPa
Poisson ratio of film: 0.35
Biaxial modulus M: 107.7 GPa
Yield stress Y: 80 MPa
Film expansion coefficient: 23 ppm/K
Substrate expansion coefficient: 3 ppm/K
Hot and cold temperatures: 423, 233 K
Temperature range: 190 K
Mismatch-strain range: 0.380 %
Biaxial yield strain: 0.0743 %
Plastic strain per half cycle: 0.2314 %
Elastic temperature window: 74.3 K
Plastic onset on cooling: 348.7 K
Plastic onset on heating: 307.3 K
Dissipation W, formula: 0.7406 MJ/m3
Dissipation W, 3D plasticity: 0.7406 MJ/m3
Twice the loop area: 0.7406 MJ/m3
Dissipation W, converted: 0.00462 eV/nm3
First-cycle dissipation: 0.8594 MJ/m3
First-cycle excess: 0.1189 MJ/m3
Shakedown test, first cycle: 0.0594 MJ/m3
Shakedown test, third cycle: 0.0000 MJ/m3
Yield stress of largest W: 102.3 MPa
Largest W at this strain range: 0.7775 MJ/m3
Yield stress where W vanishes: 204.6 MPa
Film thickness: 5 um
Substrate thickness: 300 um
Substrate biaxial modulus: 180 GPa
Dissipation per film area: 3.703 J/m2
W with substrate compliance: 0.7211 MJ/m3
Shift by substrate compliance: -2.63 %
Assumed cold yield stress: 110 MPa
Assumed hot yield stress: 50 MPa
W with variable yield stress: 0.7152 MJ/m3
Shift by variable yield stress: -3.42 %
Assumed modulus change, each end: 5 %
Shift by variable modulus: -0.16 %
Assumed hardening modulus: 10 GPa
W with kinematic hardening: 0.6776 MJ/m3
Shift by kinematic hardening: -8.50 %
W with full hot relaxation: 0.9189 MJ/m3
Shift by full hot relaxation: +24.07 %
Film heat capacity: 2.4 MJ/(m3 K)
Heating if no heat escaped: 0.309 K per cycle
every check passed
```
